\section*{Kinetic Energy of the Optimal White-Noise Tail State Below Four Dimensions}

\section{What dimensions alone can say}

An electron of mass $m$ moves in $d$ dimensions in a static random potential with Gaussian statistics, zero mean and no spatial correlation,
\begin{equation}
\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r').
\end{equation}
Far below the band edge, states exist because the potential happens to form a deep enough well. Let the level lie at $-B$, with $B>0$ measured from the edge, and write $A=\hbar^2/2m$.

The weight of a potential is $e^{-S}$, with
\begin{equation}
S[V]=\frac1{2\gamma}\int V^2\,d^dr .
\end{equation}
The likeliest well with a level at $-B$ minimizes $\int V^2$. Since $\gamma$ is a common factor, it cannot affect the shape of that well. The remaining quantities, $A$ (energy times length squared) and $B$ (energy), give one length, $1/\kappa$, with $\kappa^2=B/A$. Hence
\begin{equation}
S=\text{number}\times\frac{B^2\kappa^{-d}}{\gamma}\propto B^{2-d/2},
\qquad \frac TB=\text{a number depending on } d ,
\end{equation}
where $T=A\int|\nabla\psi|^2$ is the kinetic energy of the normalized bound state. The first number needs the solution of a nonlinear equation. The second follows from a change of scale:
\begin{equation}
T=\frac{d}{4-d}\,B,\qquad \langle V\rangle=-\frac{4}{4-d}\,B,\qquad 0<d<4 .
\label{result}
\end{equation}
This describes the optimal fluctuation, not an average over all tail states. Non-integer $d$ means the continuation of the radial problem.

\section{From potentials to wave functions}

Let $V$ have a real normalized eigenstate $\psi$ at $-B$. Its expectation energy is $T+\int V\psi^2=-B$, so $\int V\psi^2=-(T+B)$. The Cauchy--Schwarz inequality gives
\begin{equation}
(T+B)^2=\Big(\int V\psi^2\Big)^2\le\int V^2\int\psi^4 .
\end{equation}
With $Q=\int\psi^4$, the action therefore obeys
\begin{equation}
S\ge F[\psi]=\frac{(T+B)^2}{2\gamma Q}.
\label{bound}
\end{equation}
Equality requires $V=-\mu\psi^2$, and the value of $\int V\psi^2$ then fixes $\mu=(T+B)/Q$.

We now minimize $F$ over normalized $\psi$. That a minimizer exists in $d=1,2,3$ is a known property of this functional and is assumed here. Under $\psi\to\psi+\eta$,
\begin{equation}
\delta T=2\int\eta\,(-A\nabla^2\psi),\qquad \delta Q=4\int\eta\,\psi^3 .
\end{equation}
Stationarity of $\ln F$ at fixed norm means that $2\,\delta T/(T+B)-\delta Q/Q$ is a multiple of $\int\eta\psi$ for every $\eta$. Multiplying by $(T+B)/4$ gives
\begin{equation}
-A\nabla^2\psi-\mu\psi^3=\varepsilon\psi .
\end{equation}
To find $\varepsilon$, multiply by $\psi$ and integrate: $\varepsilon=T-\mu Q=T-(T+B)=-B$. The minimizer is thus an eigenstate, at the required energy, of its own well $V=-\mu\psi^2$, and the lower bound is reached.

Replacing $\psi$ by $|\psi|$ changes neither $T$ nor $Q$, so the minimizer may be taken non-negative. An excited state would have to be orthogonal to the positive ground state, which a non-negative function cannot be. The level is therefore the ground state of the well.

\section{The scaling identity}

Compress the state at fixed norm: $\psi_\lambda(\mathbf r)=\lambda^{d/2}\psi(\lambda\mathbf r)$. Two gradients give $T\to\lambda^2T$. In $Q$ the amplitude gives $\lambda^{2d}$ and the volume element $\lambda^{-d}$, so $Q\to\lambda^dQ$. Then
\begin{equation}
F(\lambda)=\frac{(\lambda^2T+B)^2}{2\gamma\lambda^dQ},\qquad
\frac{d\ln F}{d\ln\lambda}=\frac{4\lambda^2T}{\lambda^2T+B}-d .
\label{dilation}
\end{equation}
At the minimizer the derivative vanishes at $\lambda=1$:
\begin{equation}
4T=d(T+B)\;\Rightarrow\;(4-d)T=dB ,
\end{equation}
which is the first part of (\ref{result}). The second follows from
\begin{equation}
\langle V\rangle=-(T+B)=-\frac{d+4-d}{4-d}B=-\frac{4B}{4-d}.
\end{equation}

The derivative in (\ref{dilation}) rises steadily from $-d$ at small $\lambda$ to $4-d$ at large $\lambda$. For $d<4$ it changes sign once, from negative to positive, so the stationary size is a minimum. A wide well costs too much volume, and a narrow one must be too deep to offset the kinetic energy.

At $d=4$ the derivative is negative for every finite $\lambda$: shrinking always lowers the cost and no optimal size exists. Gaussian wells $V\propto e^{-cr^2}$ with their level held at $-1$ (units $A=B=1$) show this. For $c=1,3,9,20$ the integral $\int V^2$ is 279, 178, 139 and 126. For $d>4$, $F$ tends to zero as $\lambda^{4-d}$. The white-noise model then needs a short-distance cutoff even to define the optimal well.

\section{A second derivation, and what the ratio does not prove}

The identity also follows without the nonlinear equation. Vary the potential as $V\to(1+\alpha)V((1+\beta)\mathbf r)$ with small $\alpha,\beta$. To first order $\delta V=\alpha V+\beta\,\mathbf r\cdot\nabla V$, and the level moves by $\langle\delta V\rangle$.

The second term needs the virial theorem. The energy of $\psi_\lambda$ in the fixed potential is $\lambda^2T+\int V(\mathbf r/\lambda)\psi^2$. It is stationary at $\lambda=1$, so $2T=\langle\mathbf r\cdot\nabla V\rangle$. Keeping the level fixed and $\int V^2$ stationary requires
\begin{equation}
\alpha\langle V\rangle+2\beta T=0,\qquad 2\alpha-d\beta=0 .
\end{equation}
Inserting $\alpha=d\beta/2$ in the first gives $4T=-d\langle V\rangle=d(T+B)$, as before.

This argument used changes of depth and width alone. The ratio therefore holds for the cheapest member of any family of wells closed under both changes. For Gaussian wells at their best width, $T/B$ is 0.3333, 1.0000 and 3.0000 in $d=1,2,3$, although their actions exceed the true minimum by 0.17, 0.60 and 1.7\,\%. With $c$ three times its best value and the level held fixed, the ratios become 0.47, 1.54 and 5.28. The ratio is thus a test of optimal size, not of optimal shape.

\section{Profile, action and the Urbach case}

Write $\mu\psi^2=Bf^2(\kappa r)$. Since $A\kappa^2=B$, the wave equation becomes, with derivatives in $\kappa\mathbf r$,
\begin{equation}
\nabla^2f-f+f^3=0,\qquad V=-Bf^2(\kappa r).
\end{equation}
Let $I_n=\int f^n$ over the scaled coordinate. Then
\begin{equation}
S=\frac{B^2\kappa^{-d}I_4}{2\gamma}=\frac{A^{d/2}B^{2-d/2}I_4}{2\gamma},\qquad \frac{-\langle V\rangle}{B}=\frac{I_4}{I_2}.
\label{action}
\end{equation}
Numerical integration of the nodeless radial solution gives
\begin{center}
\begin{tabular}{ccccc}
$d$ & $f(0)$ & $I_2$ & $I_4$ & $T/B$\\
1 & 1.414 & 4.000 & 5.333 & 0.3333\\
2 & 2.206 & 11.70 & 23.40 & 1.0000\\
3 & 4.337 & 18.90 & 75.59 & 3.0000\\
3.5 & 7.917 & 13.80 & 110.4 & 7.0000
\end{tabular}
\end{center}
The well depth is $f(0)^2B$, so it is not the binding energy: the factor is 2 in $d=1$ and 18.8 in $d=3$. As $d\to4$ the ratio $T/B$ diverges, and the level is a small difference between large kinetic and potential energies.

In $d=1$ the solution is $f=\sqrt2\,\mathrm{sech}\,x$, because $f''=f-2f\,\mathrm{sech}^2x=f-f^3$. Here
\begin{equation}
\int f'^2dx=2\int\mathrm{sech}^2x\tanh^2x\,dx=\tfrac43,\qquad I_2=4,
\end{equation}
and $T/B=1/3$. With $I_4=16/3$, $S=8A^{1/2}B^{3/2}/(3\gamma)$.

To leading order the density of states falls as $e^{-S}$. In $d=2$ the exponent is linear in $B$, which is an Urbach tail:
\begin{equation}
S=\frac{B}{E_U},\qquad E_U=\frac{2\gamma}{A I_4}\qquad(d=2).
\end{equation}
In $d=3$ white noise gives $S\propto B^{1/2}$ instead.

\section{The prefactor, with a check in one dimension}

Small fluctuations about the optimal well multiply $e^{-S}$ by a prefactor that depends on $B$. Each of the $d$ positions of the well contributes a factor $[\int(\partial_iV)^2/2\pi\gamma]^{1/2}\propto\kappa S^{1/2}$. Fixing the level contributes the inverse of its rms shift, $(\gamma\int\psi^4)^{1/2}\propto(\gamma\kappa^d)^{1/2}\propto B/S^{1/2}$. In $d=1$ the other fluctuations give a number independent of $B$. In $d=2$ and 3 they also lower the level by an amount that depends on a short-distance cutoff, which brings a further dependence on $B$. Without that level shift, $\rho\propto\kappa^dS^{(d+1)/2}B^{-1}e^{-S}$, and the power of $B$ is
\begin{equation}
p=\frac d2+\frac{(d+1)(4-d)}4-1=\frac{d(5-d)}4 .
\end{equation}

In $d=1$ an independent calculation is possible. Set $A=1$ and $z=\psi'/\psi$. The Schr\"odinger equation gives $z'=B-z^2+V$: diffusion with constant $D=\gamma/2$ in the potential $U=z^3/3-Bz$. Each passage from $+\infty$ to $-\infty$ is a node of $\psi$, so the passage rate $N$ per unit length counts the states below $-B$. The stationary distribution $P$ carries the current $-U'P-DP'=-N$, so
\begin{equation}
P(y)=\frac ND\int_{-\infty}^{y}e^{[U(z)-U(y)]/D}dz .
\end{equation}
Normalize $P$ and set $y=z+u$. Then $U(y)-U(z)=u(z+u/2)^2+u^3/12-Bu$, and the Gaussian integral over $z$ gives $\sqrt{\pi D/u}$:
\begin{equation}
\frac1N=\sqrt{\frac{\pi}{D}}\int_0^\infty\frac{du}{\sqrt u}\,\exp\!\Big[\frac{Bu-u^3/12}{D}\Big].
\end{equation}
The exponent peaks at $u=2\sqrt B$, with value $4B^{3/2}/(3D)=8B^{3/2}/(3\gamma)$, which is $S$. For $\gamma=1$, quadrature gives $\ln[\rho(B{=}6)/\rho(B{=}4)]=-17.439$. The saddle formula with $p=1$ gives $-17.453$.

\section{When the disorder has a finite range}

Replace $\delta$ by a normalized Gaussian $K$ of rms width $\xi$ along each axis. The same inequality, with the correlation as metric, replaces $Q$ in (\ref{bound}) by $G=\iint\psi^2K\psi^2$. For small $\xi\kappa$, smoothing acts as $1+\tfrac12\xi^2\nabla^2$. Integration by parts gives
\begin{equation}
G\simeq Q(1-c),\qquad c=\frac{\xi^2}{2Q}\int|\nabla\psi^2|^2 .
\end{equation}
The unperturbed state is stationary, so to first order $S$ grows by the factor $1+c$. Under dilation $G\to\lambda^dQ(1-c\lambda^2)$, whose logarithmic derivative at $\lambda=1$ is $d-2c$ to first order. This takes the place of $d$ in the identity:
\begin{equation}
\frac TB\simeq\frac{d-2c}{4-d+2c}.
\end{equation}
Finite range lowers the kinetic share, because narrow wells gain less from the disorder.

\section{Example: an ultrathin amorphous-oxide channel}

Take a film of thickness $L=3$ nm with hard walls, mass $0.3\,m_e$ and bulk disorder strength $\gamma_3=0.045$ eV$^2$\,nm$^3$. These are rough round values. Consider a state $B=0.10$ eV below the lowest subband edge. Here $A=0.127$ eV\,nm$^2$ and $1/\kappa=\sqrt{0.127/0.10}=1.13$ nm.

In the subband mode $\chi=\sqrt{2/L}\sin(\pi z/L)$ the electron feels $\int V\chi^2dz$, whose strength is
\begin{equation}
\gamma=\gamma_3\int\chi^4dz=\gamma_3\frac{3}{2L}=0.045\times0.500=0.0225\ \text{eV}^2\,\text{nm}^2 .
\end{equation}
Therefore
\begin{equation}
E_U=\frac{2\times0.0225}{0.127\times23.40}\ \text{eV}=15\ \text{meV},\qquad S=\frac{100}{15.14}=6.6 .
\end{equation}
The identity gives $T=0.10$ eV and $\langle V\rangle=-0.20$ eV. Diagonalizing the well on a radial grid returns a level at $-0.1000$ eV, $T=0.1000$ eV and $\langle V\rangle=-0.2000$ eV. The well is 0.49 eV deep at its centre, with half-depth radius 0.72 nm. The rms radius of the state is 1.2 nm.

\paragraph{Beside real films.} The mass and $E_U$ lie in the regime of amorphous indium gallium zinc oxide, for which reported conduction-band tail energies, which vary with film and method, are of order 10 to 20 meV. The disorder strength was chosen to give such a value, so the agreement is no evidence for the model. The rms potential it implies depends on the range: 1.1 eV for independent cells of edge 0.33 nm, and $[\gamma_3/(2\pi\xi^2)^{3/2}]^{1/2}=0.33$ eV for the Gaussian range $\xi=0.3$ nm used below. A 3 nm channel is also thinner than the usual tens of nanometres. Real disorder has a range of at least atomic size. With $\xi=0.3$ nm and $B$ and $\gamma_3$ held fixed, the solution in the lowest subband gives $T/B=0.87$ instead of 1, and $S=7.6$ instead of 6.6. The range within the plane raises $S$ to 7.2, and smoothing across the film, which lowers $\gamma$, adds a factor 1.064. The local slope $dB/dS$ falls to 12 meV. The first-order formula with $c=0.096$ gives $1.807/2.193=0.82$, so it overstates the reduction.

\paragraph{Edge and slope.} With $\xi$ as cutoff, and with free intermediate states in place of those of the well, small fluctuations that scatter within the lowest subband shift the level in second order by about
\begin{equation}
-\gamma\int\frac{d^2k}{(2\pi)^2}\frac{e^{-\xi^2k^2/2}}{Ak^2+B}=-41\ \text{meV}.
\end{equation}
The disorder also scatters into the higher subbands. With the range $\xi$ applied across the film as well, subbands 1 to 4 give 38, 12, 6 and 3 meV, and the sum over all subbands is 62 meV. This is about 60\,\% of $B$, so the absolute position of the level is uncertain by a large part of $B$. The leading slope $d\ln\rho/dB=-1/E_U$ is corrected in two ways. The power $p=1.5$ adds $p/B$, which is 23\,\% of $1/E_U$ and flattens the tail. The size $\Delta$ of the level shift also depends on $B$. The well need only bind by $B-\Delta$, and for small $\xi\kappa$ the integral gives $d\Delta/dB=-\gamma/(4\pi AB)=-0.14$ ($-0.13$ at $\xi=0.3$ nm), which steepens the tail by 13 to 14\,\% of $1/E_U$. Both shares are evaluated at $B$. At $B-\Delta$ the share of $p$ is 38\,\% for $\Delta=41$ meV and 59\,\% for $\Delta=62$ meV, and the action is only 3.9 or 2.5, so the expansion about the optimal well is marginal at this depth. These corrections oppose each other, and the finite range changes $S$ as well, so $E_U=15$ meV is a leading-order value only.

\paragraph{Band structure.} Coupling to the third subband lowers the level by 5 meV in the fixed well. Optimizing the white-noise well anew with all subbands gives $S=6.2$, an in-plane $T/B$ of 1.08 and a local slope $dB/dS=17$ meV; $S$ is then no longer linear in $B$ (3.2, 6.2 and 11.5 at 0.05, 0.10 and 0.20 eV). For non-parabolicity, a two-band estimate with a rough gap of 3 eV gives $\alpha=(1-0.3)^2/3=0.16$ eV$^{-1}$ in $E\simeq\epsilon-\alpha\epsilon^2$, where $\epsilon$ is the parabolic energy. The first-order shift relative to the subband edge is $-10$ meV with this truncated form and $-8$ meV with the full relation $E(1+\alpha E)=\epsilon$. Optimizing the white-noise well in the lowest subband anew with the full relation gives $S=6.0$ and $T/B=1.10$. These depend on the rough $\alpha$: for $\alpha=0.5$ eV$^{-1}$ they are 5.1 and 1.29. With $\xi=0.3$ nm, all subbands and $\alpha=0.16$ eV$^{-1}$ together, $S=6.7$ and $dB/dS=15$ meV, so the corrections largely cancel for these inputs.

\paragraph{Use in a transistor.} At 300 K, $k_BT_{\rm th}=26$ meV, or $1.7E_U$. For non-degenerate filling the electron density per energy varies as $\exp[-B(1/E_U-1/k_BT_{\rm th})]$ to leading order. Since $E_U<k_BT_{\rm th}$, this decreases with depth within the parabolic lowest-subband model. Far out in the tail that model fails. With all subbands and white noise, $dS/dB$ falls from 57 eV$^{-1}$ at 0.1 eV to 35 eV$^{-1}$ at 0.4 eV, below $1/k_BT_{\rm th}$, as the well becomes three-dimensional. With $\xi=0.3$ nm and a parabolic band it rises from 76 to 85 eV$^{-1}$. Non-parabolicity acts the other way. With $E(1+\alpha E)=\epsilon$, $T$ grows only as $\lambda$ under strong compression, so for white noise in the lowest subband $F$ tends to a finite limit and $S$ stays bounded; there $dS/dB$ is 36 eV$^{-1}$ at 0.6 eV for $\alpha=0.16$ eV$^{-1}$ and 34 eV$^{-1}$ at 0.2 eV for $\alpha=0.5$ eV$^{-1}$. With all subbands, the smallest $dS/dB$ found between 0.1 and 1.5 eV is 67 and 51 eV$^{-1}$ for these two $\alpha$ at $\xi=0.3$ nm, but 39 and 26 eV$^{-1}$ at $\xi=0.2$ nm. Whether the decrease persists far out thus depends on the rough inputs $\xi$ and $\alpha$. At the depth of this example the margin is not secure. For $\rho\propto(B-\Delta)^pe^{-S(B-\Delta)}$ the slope is $(1-d\Delta/dB)\,[S'-p/(B-\Delta)]$, with $d\Delta/dB=-0.13$ in both cases. The white-noise value $S'=66$ eV$^{-1}$ gives 46 eV$^{-1}$ for $\Delta=41$ meV and 30 eV$^{-1}$ for $\Delta=62$ meV. The finite-range values of $S'$ at $B-\Delta$ in the lowest subband, 73 eV$^{-1}$ with the range in the plane only and 75 eV$^{-1}$ with it across the film as well, give 53 and 40 eV$^{-1}$, against $1/k_BT_{\rm th}=39$ eV$^{-1}$. A count of levels in about 500 random samples of the lowest subband (9 nm boxes, $\gamma=0.0225$ eV$^2$\,nm$^2$, $\xi=0.3$ nm in the plane) gives slopes of about 60 to 67, 43 to 48 and 12 to 25 eV$^{-1}$ at $B=0.10$, 0.08 and 0.06 eV; sampling and the boundary condition of the small box leave each uncertain by up to 10 eV$^{-1}$. The electron density per energy then peaks near $B=0.075$ eV, with about 45\,\% of the electrons deeper than 0.08 eV. The higher subbands lower the levels by a further 20 meV or so, which would move the peak towards the depth of this example. For relative permittivity 10, the Coulomb energy at the rms radius is 0.12 eV, comparable with $B$; double occupation is outside the one-electron model. For the clean band, filling is non-degenerate well below $mk_BT_{\rm th}/\pi\hbar^2=3\times10^{12}$ cm$^{-2}$, which a field of about 0.6 MV/cm in the film induces. The tail fills sooner: with the counted density of states the Fermi level reaches $-0.10$ eV at $7\times10^{11}$ cm$^{-2}$, and Boltzmann filling is already 12 to 14\,\% too high at $1.4\times10^{11}$ cm$^{-2}$. A channel in its on state is outside this estimate. The subband shape is less sensitive: a uniform field of 1.4 MV/cm, whose drop across the film equals the gap between the first two subbands, raises $\int\chi^4dz$ by only 4\,\%.

\paragraph{Thick film.} With the same $B$, mass and $\gamma_3$, a three-dimensional well has $T=0.30$ eV, $S=12$, a depth of 1.9 eV and a half-depth radius of 0.42 nm. That radius is close to the cell edge, and for $\xi=0.3$ nm $c=0.37$ is no longer small. The ratio $T/B=3$ remains correct for ideal white noise and a parabolic band, but it is not a reliable estimate for such a film at this depth. With $\xi=0.3$ nm the solution of the finite-range equation gives $T/B=2.0$, $S=15$ and a depth of 0.9 eV. These actions omit the level shift by small fluctuations: the three-dimensional form of the second-order integral gives $\Delta=55$ meV at $\xi=0.3$ nm, and at $B-\Delta$ the action is about 9. Non-parabolicity matters as well. With $E(1+\alpha E)=\epsilon$ the energy grows only as $k$ at large $k$, so for white noise in three dimensions $F$ tends to zero as $\lambda^{-1}$ and no cheapest well exists. With $\xi=0.3$ nm and $\alpha=0.16$ eV$^{-1}$, $S=13.7$ and $T/B=2.2$.

\section*{Computed results}
\begin{verbatim}
Reduced units A = B = 1: d, f(0), int f^2, int f^4, T/B, -<V>/B
  1    1.4142 4.0000 5.3333 0.33333 1.33333
  2    2.2062 11.7009 23.4018 1.00000 2.00000
  3    4.3374 18.8973 75.5890 3.00000 4.00000
  3.5  7.9171 13.7971 110.3770 7.00000 8.00000
Free minimization over V: d, T/B, excess action (%)
  1 0.3334 0.0009
  2 1.0000 0.0008
  3 3.0000 0.0013
Gaussian well: d, T/B at best width, T/B off best, excess action (%)
  1 0.33333 0.4719 0.168
  2 1.00000 1.5381 0.604
  3 2.99998 5.2760 1.689
d=4, int V^2 as well narrows: 279.00 177.76 138.88 125.94
d=1 log density ratio, B=6 to B=4: Riccati -17.4389, saddle -17.4530
Inputs: mass 0.3 m_e, thickness 3.0 nm, B 0.1 eV
Bulk disorder strength: 0.045 eV^2 nm^3
Cell edge (rough): 0.33 nm; equivalent rms site scatter: 1.12 eV
A = hbar^2/2m: 0.1270 eV nm^2
Integral of subband mode^4: 0.5000 1/nm
Sheet disorder strength: 0.02250 eV^2 nm^2
Decay length 1/kappa: 1.127 nm
Urbach energy E_U: 15.14 meV
Action S at B: 6.604; from gridded well: 6.605
Grid level: -0.10002 eV
Grid kinetic energy T: 0.10002 eV
Grid potential energy <V>: -0.20004 eV
Well depth at centre: 0.487 eV
Half-depth radius: 0.721 nm
Rms state radius: 1.228 nm
Correlation length (rough): 0.3 nm
  with correlation: T/B 0.8663, S 7.629
  first-order in-plane loss c: 0.0963
Lowest subband energy: 0.1393 eV
Level shift by third subband: -5.03 meV
Gap (rough): 3.0 eV; non-parabolicity alpha: 0.163 1/eV
  non-parabolic level shift: -9.57 meV
Second-order shift by small fluctuations: -40.9 meV
Prefactor power in d=2, before logarithms: 1.50
  its share of the log slope: 22.7 %
Thermal energy at 300 K: 25.85 meV; over E_U: 1.71
Relative permittivity (rough): 10; charging energy scale: 0.117 eV
Field whose drop equals the 1-2 subband gap: 1.39 MV/cm
Thick film, same B: T 0.3000 eV, S 12.02, depth 1.88 eV
  half-depth radius 0.416 nm, first-order loss c 0.365
\end{verbatim}
